# Ground doublet and g factor of octahedral high-spin d⁷: a program that tests the result

```python
# Result under test: octahedral high-spin d^7 has a ground Kramers doublet with
# isotropic g = 13/3, because L acts in the 4T1(F) term as -(3/2) l with l = 1.
# Symbols: B, C Racah parameters; Dq cubic field (t2g at -4Dq, eg at +6Dq);
# zeta one-electron spin-orbit energy; lambda term spin-orbit energy;
# A = coupling of l and S in 4T1; alpha: projected L = -alpha l.
# Angular momentum matrices are in units of hbar; energies in cm^-1 in the example.
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from sympy.physics.wigner import wigner_3j


def angular(j):
    """Matrices of jx, jy, jz, with m running from +j down to -j."""
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]


def dot(a, b):
    return sum(x @ y for x, y in zip(a, b))


def project(vectors, operators):
    return [vectors.conj().T @ op @ vectors for op in operators]


def doublet_g(vectors, moments):
    """Three principal g values, with the sign of their product."""
    mu = project(vectors, moments)
    g_squared = np.array([[2 * np.trace(a @ b).real for b in mu] for a in mu])
    sign = np.sign(np.trace(mu[0] @ mu[1] @ mu[2]).imag)
    return sign * np.sqrt(np.linalg.eigvalsh(g_squared))


# ---- Complete d^7 shell: one-body operators in the space of determinants ----
determinants = list(itertools.combinations(range(10), 7))
position = {occ: i for i, occ in enumerate(determinants)}
size = len(determinants)
transfer = np.zeros((10, 10, size, size))
for col, occ in enumerate(determinants):
    for iq, q in enumerate(occ):
        rest = occ[:iq] + occ[iq + 1:]
        for p in range(10):
            if p not in rest:
                new = tuple(sorted(rest + (p,)))
                sign = (-1) ** (iq + new.index(p))
                transfer[p, q, position[new], col] = sign


def lift(one_body):
    return np.tensordot(one_body, transfer, axes=2)


orbital, spin = angular(2), angular(0.5)
L = [lift(np.kron(x, np.eye(2))) for x in orbital]
S = [lift(np.kron(np.eye(5), x)) for x in spin]
spin_orbit = lift(sum(np.kron(x, y) for x, y in zip(orbital, spin)))
eg = np.zeros((5, 2))
eg[2, 0] = 1
eg[[0, 4], 1] = np.sqrt(0.5)
cubic = lift(np.kron(10 * eg @ eg.T - 4 * np.eye(5), np.eye(2)))

# Coulomb repulsion from products of one-body multipoles; the self terms
# are the same constant for every state of the shell and are dropped.
multipole = {}
for k in (2, 4):
    total = np.zeros((size, size))
    radial_free = float(wigner_3j(2, k, 2, 0, 0, 0))
    for q in range(-k, k + 1):
        c = np.zeros((5, 5))
        for m in range(-2, 3):
            mp = m - q
            if abs(mp) <= 2:
                c[2 - m, 2 - mp] = ((-1) ** m * 5 * radial_free
                                    * float(wigner_3j(2, k, 2, -m, q, mp)))
        t = lift(np.kron(c, np.eye(2)))
        total += t.T @ t / 2
    multipole[k] = total


def shell(B, C, Dq, zeta):
    coulomb = (49 * B + 7 * C) * multipole[2] + 12.6 * C * multipole[4]
    return np.linalg.eigh(coulomb + Dq * cubic + zeta * spin_orbit)


full_moment = [x + 2 * y for x, y in zip(L, S)]

# ---- Free ion: 4F ground term, 4P at 15B, and lambda = -zeta/3 ----
free_e, free_v = shell(1000.0, 4500.0, 0.0, 0.0)
term_F = free_v[:, :28]
assert np.ptp(free_e[:28]) < 1e-6 and free_e[28] - free_e[0] > 1000
assert np.sum(abs(free_e - free_e[0] - 15000.0) < 1e-5) >= 12
so_F, ls_F = project(term_F, [spin_orbit, dot(L, S)])
lambda_over_zeta = (np.trace(so_F @ ls_F) / np.trace(ls_F @ ls_F)).real
assert np.allclose(so_F, lambda_over_zeta * ls_F, atol=1e-8)
assert abs(lambda_over_zeta + 1 / 3) < 1e-8

# ---- Weak cubic field: T1, T2, A2 at -6, 2, 12 Dq ----
weak_e, weak_v = shell(1000.0, 4500.0, 1.0, 0.0)
free_ground = free_e[:28].mean()
cubic_levels = [weak_e[a:b].mean() - free_ground
                for a, b in ((0, 12), (12, 24), (24, 28))]
assert np.ptp(weak_e[:12]) < 1e-6
# Mixing with 4P shifts T1 by about 16/15000 in units of Dq.
assert np.allclose(cubic_levels, [-6, 2, 12], atol=2e-3)


def orbital_factor(vectors):
    """Signed factor kappa in P L P = kappa l, from the commutator."""
    x, y, z = project(vectors, L)
    commutator = -1j * (x @ y - y @ x)
    kappa = (np.trace(commutator @ z) / np.trace(z @ z)).real
    assert np.allclose(commutator, kappa * z, atol=1e-6)
    return kappa


kappa_weak = orbital_factor(weak_v[:, :12])
assert abs(kappa_weak + 1.5) < 1e-5

# ---- Explicit T1 functions inside L = 3 ----
L3, l1 = angular(3), angular(1)
T1 = np.zeros((7, 3))                 # columns: fictitious m = +1, 0, -1
T1[3, 1] = 1
T1[2, 0] = T1[4, 2] = -np.sqrt(3 / 8)
T1[6, 0] = T1[0, 2] = -np.sqrt(5 / 8)
for big, small in zip(project(T1, L3), l1):
    assert np.allclose(big, -1.5 * small)
for axis in (0, 2):                   # closed under quarter turns, character +1
    turn = expm(-0.5j * np.pi * L3[axis])
    inside = T1.T @ turn @ T1
    assert np.allclose(turn @ T1, T1 @ inside)
    assert abs(np.trace(inside) - 1) < 1e-10

# ---- Twelve-state model: l = 1 coupled to S = 3/2 ----
l = [np.kron(x, np.eye(4)) for x in l1]
s = [np.kron(np.eye(3), x) for x in angular(1.5)]
J = [x + y for x, y in zip(l, s)]
zeta = 480.0
lam = -zeta / 3
A = -1.5 * lam
model_H = A * dot(l, s)
model_e, model_v = np.linalg.eigh(model_H)
E_J = [A / 2 * (j * (j + 1) - 23 / 4) for j in (0.5, 1.5, 2.5)]
assert np.allclose(model_e, np.repeat(E_J, [2, 4, 6]))


def model_g(alpha, g_spin=2.0):
    moment = [-alpha * x + g_spin * y for x, y in zip(l, s)]
    return doublet_g(model_v[:, :2], moment)


g_model = model_g(1.5)
assert np.allclose(g_model, 13 / 3)
for alpha in (0.4, 1.0, 1.3):
    assert np.allclose(model_g(alpha), (10 + 2 * alpha) / 3)
g_electron = abs(const.physical_constants['electron g factor'][0])
g_free_spin = model_g(1.5, g_electron).mean()

upper = np.zeros(12)                  # index 4*(1-m_l) + (3/2-m_S)
upper[8], upper[5], upper[2] = np.sqrt(1 / 2), -np.sqrt(1 / 3), np.sqrt(1 / 6)
assert np.allclose((J[0] + 1j * J[1]) @ upper, 0)
assert np.allclose(model_H @ upper, model_e[0] * upper)
mean_l = (upper @ l[2] @ upper).real
mean_s = (upper @ s[2] @ upper).real
assert abs(mean_l + 1 / 3) < 1e-12 and abs(mean_s - 5 / 6) < 1e-12

# ---- Full shell in the limit zeta << 10Dq << 15B ----
limit_g = []
for z in (0.01, 0.005):
    e, v = shell(1000.0, 4500.0, 1.0, z)
    gaps = [(e[a:b].mean() - e[:2].mean()) / z for a, b in ((2, 6), (6, 12))]
    assert np.allclose(gaps, [0.75, 2.0], atol=0.02)
    values = doublet_g(v[:, :2], full_moment)
    assert np.ptp(values) < 1e-5
    limit_g.append(values.mean())
g_limit = 2 * limit_g[1] - limit_g[0]
assert abs(g_limit - 13 / 3) < 1e-4
slope = (limit_g[0] - limit_g[1]) / (0.005 / 8)

# ---- Finite parameters: 4P mixing and spin-orbit mixing ----
B, C, Dq = 1000.0, 4500.0, 900.0
mix_e, mix_v = np.linalg.eigh([[-6 * Dq, 4 * Dq], [4 * Dq, 15 * B]])
P_weight = mix_v[1, 0] ** 2
alpha_mixed = 1.5 - 2.5 * P_weight
field_e, field_v = shell(B, C, Dq, 0.0)
ground = field_v[:, :12]
spin_square = np.trace(project(ground, [dot(S, S)])[0]).real / 12
assert abs(spin_square - 3.75) < 1e-7 and field_e[12] - field_e[11] > 100
assert abs(field_e[0] - free_ground - mix_e[0]) < 1e-5
assert abs(orbital_factor(ground) + alpha_mixed) < 1e-6
g_mixed = (10 + 2 * alpha_mixed) / 3
tiny_v = shell(B, C, Dq, 0.1)[1]
assert np.allclose(doublet_g(tiny_v[:, :2], full_moment), g_mixed, atol=1e-3)
strong = np.linalg.eigh([[-6.0, 4.0], [4.0, 0.0]])[1]
alpha_strong = 1.5 - 2.5 * strong[1, 0] ** 2
assert abs(alpha_strong - 1) < 1e-12

full_e, full_v = shell(B, C, Dq, zeta)
g_full = doublet_g(full_v[:, :2], full_moment)
assert np.ptp(g_full) < 1e-6 and full_e[2] - full_e[1] > 10
full_levels = full_e[:12] - full_e[0]

# ---- Magnetic resonance of the ideal model, Gaussian units ----
c_cgs = const.c * 100
e_esu = const.e * const.c * 10
hbar_cgs, mass_cgs = const.hbar * 1e7, const.m_e * 1e3
mu_B = e_esu * hbar_cgs / (2 * mass_cgs * c_cgs)
h_cgs = 2 * np.pi * hbar_cgs
field = 3000.0
frequency = 13 / 3 * mu_B * field / h_cgs / 1e9
zeeman_unit = mu_B * field / (h_cgs * c_cgs)
for direction in ([0, 0, 1], [1, 1, 1], [1, 2, 3]):
    n = np.array(direction) / np.linalg.norm(direction)
    zeeman = sum(a * (-1.5 * x + 2 * y) for a, x, y in zip(n, l, s))
    levels = np.linalg.eigvalsh(model_H + zeeman_unit * zeeman)
    numerical = (levels[1] - levels[0]) * c_cgs / 1e9
    assert abs(numerical / frequency - 1) < 1e-5

# ---- Output ----
print(f"determinants in the d^7 shell: {size}")
print(f"lambda/zeta from the 4F term: {lambda_over_zeta:.6f}")
print("weak-field T1, T2, A2 energies (units of Dq), Dq/B = 0.001:",
      " ".join(f"{x:.4f}" for x in cubic_levels))
print(f"signed orbital factor, full shell, Dq/B = 0.001: {kappa_weak:.6f}")
print(f"zeta: {zeta:.1f} cm^-1")
print(f"lambda: {lam:.1f} cm^-1")
print(f"A: {A:.1f} cm^-1")
for name, energy in zip(("1/2", "3/2", "5/2"), E_J):
    print(f"ideal model energy, J = {name}: {energy:.1f} cm^-1")
print(f"ideal gap J = 1/2 to 3/2: {E_J[1] - E_J[0]:.1f} cm^-1")
gap_meV = (E_J[1] - E_J[0]) * h_cgs * c_cgs * 1e-7 / const.e * 1e3
print(f"same gap converted: {gap_meV:.2f} meV")
print(f"ideal gap J = 1/2 to 5/2: {E_J[2] - E_J[0]:.1f} cm^-1")
print("doublet weights (m_l,m_S) = (-1,3/2), (0,1/2), (1,-1/2):",
      " ".join(f"{upper[i] ** 2:.6f}" for i in (8, 5, 2)))
print(f"<l_z> in upper doublet state: {mean_l:.6f} hbar")
print(f"<S_z> in upper doublet state: {mean_s:.6f} hbar")
print("ideal model principal g values:", " ".join(f"{x:.6f}" for x in g_model))
print(f"ideal g with free-electron spin factor: {g_free_spin:.5f}")
print(f"full-shell g at zeta/Dq = 0.01: {limit_g[0]:.6f}")
print(f"full-shell g at zeta/Dq = 0.005: {limit_g[1]:.6f}")
print(f"full-shell g extrapolated to zeta = 0: {g_limit:.6f}")
print(f"slope of g against zeta/(8Dq), weak field: {slope:.3f}")
print(f"Bohr magneton: {mu_B:.5e} erg/gauss")
print(f"magnetic field: {field:.0f} gauss")
print(f"resonance frequency from g = 13/3: {frequency:.4f} GHz")
print(f"resonance frequency, 12 states, field along [123]: {numerical:.4f} GHz")
print(f"finite model B, C, Dq: {B:.0f}, {C:.0f}, {Dq:.0f} cm^-1")
print(f"finite model weight of 4P in ground 4T1: {P_weight:.5f}")
print(f"finite model alpha: {alpha_mixed:.5f}")
print(f"finite model g from alpha alone: {g_mixed:.4f}")
print("finite model full-shell principal g values:",
      " ".join(f"{x:.4f}" for x in g_full))
print("finite model full-shell levels above ground (cm^-1):",
      " ".join(f"{x:.1f}" for x in full_levels[::2]))
print(f"strong-field quartet alpha: {alpha_strong:.4f}")
print(f"strong-field quartet g: {(10 + 2 * alpha_strong) / 3:.4f}")
print("checks complete")
```

Output:

```
determinants in the d^7 shell: 120
lambda/zeta from the 4F term: -0.333333
weak-field T1, T2, A2 energies (units of Dq), Dq/B = 0.001: -6.0011 2.0000 12.0000
signed orbital factor, full shell, Dq/B = 0.001: -1.500000
zeta: 480.0 cm^-1
lambda: -160.0 cm^-1
A: 240.0 cm^-1
ideal model energy, J = 1/2: -600.0 cm^-1
ideal model energy, J = 3/2: -240.0 cm^-1
ideal model energy, J = 5/2: 360.0 cm^-1
ideal gap J = 1/2 to 3/2: 360.0 cm^-1
same gap converted: 44.63 meV
ideal gap J = 1/2 to 5/2: 960.0 cm^-1
doublet weights (m_l,m_S) = (-1,3/2), (0,1/2), (1,-1/2): 0.500000 0.333333 0.166667
<l_z> in upper doublet state: -0.333333 hbar
<S_z> in upper doublet state: 0.833333 hbar
ideal model principal g values: 4.333333 4.333333 4.333333
ideal g with free-electron spin factor: 4.33720
full-shell g at zeta/Dq = 0.01: 4.336451
full-shell g at zeta/Dq = 0.005: 4.334894
full-shell g extrapolated to zeta = 0: 4.333337
slope of g against zeta/(8Dq), weak field: 2.491
Bohr magneton: 9.27401e-21 erg/gauss
magnetic field: 3000 gauss
resonance frequency from g = 13/3: 18.1951 GHz
resonance frequency, 12 states, field along [123]: 18.1951 GHz
finite model B, C, Dq: 1000, 4500, 900 cm^-1
finite model weight of 4P in ground 4T1: 0.02850
finite model alpha: 1.42874
finite model g from alpha alone: 4.2858
finite model full-shell principal g values: 4.4266 4.4266 4.4266
finite model full-shell levels above ground (cm^-1): 0.0 323.5 323.5 852.4 852.4 925.5
strong-field quartet alpha: 1.0000
strong-field quartet g: 4.0000
checks complete
```
